# Tip Field of a Hyperboloidal Needle Facing a Plane

A fine metal needle facing a flat electrode can emit electrons, or start a discharge across a sufficiently wide gas gap, at a voltage that would do nothing between two flat plates the same distance apart. The mean field, voltage divided by gap, does not describe what happens at the point. What matters there is the local field, which depends on the voltage $V$, the gap $d$ from tip to plane and the radius of curvature $r$ of the tip. A frequently useful estimate is

$$
E_{\rm tip}\simeq\frac{2V}{r\ln(4d/r)} .
$$

It is the leading term, for $r\ll d$, of an exact result for one particular needle shape: a sheet of a hyperboloid of revolution.

Take the grounded plane as $z=0$ and the needle on the positive $z$ axis, its tip at $z=d$. Both electrodes are perfect conductors of unlimited extent, and the medium between them is uniform, linear and free of charge. The potential $\Phi$ then obeys $\nabla^2\Phi=0$, with $\Phi=0$ on the plane and $\Phi=V$ on the needle. The permittivity is a constant factor in Gauss's law and drops out, so at fixed voltage the field is the same in vacuum and in a uniform dielectric. I take $V>0$ and write $E$ for the magnitude of the field; reversing the voltage reverses only its direction. The algebra uses atomic units, $e=m=\hbar=4\pi\varepsilon_0=1$.

Coordinates are needed in which both electrodes are surfaces of one constant coordinate. Place two foci on the axis at $z=\pm a$, and let $\rho$ be the distance from the axis. The distances from a point to the lower and upper focus are

$$
R_+=\sqrt{\rho^2+(z+a)^2},\qquad R_-=\sqrt{\rho^2+(z-a)^2}.
$$

Define

$$
\xi=\frac{R_++R_-}{2a}\ge1,\qquad \eta=\frac{R_+-R_-}{2a},\qquad |\eta|\le1 .
$$

Subtracting the squared distances gives $R_+^2-R_-^2=4az$. The left side is also $(R_++R_-)(R_+-R_-)=4a^2\xi\eta$, so $z=a\xi\eta$. Since $R_+=a(\xi+\eta)$,

$$
\rho^2=R_+^2-(z+a)^2=a^2\left[(\xi+\eta)^2-(1+\xi\eta)^2\right]
=a^2(\xi^2-1)(1-\eta^2).
$$

The plane $z=0$ is $\eta=0$. A surface $\eta=\eta_0>0$ follows by eliminating $\xi$ through $\xi^2-(\xi^2-1)=1$:

$$
\frac{z^2}{a^2\eta_0^2}-\frac{\rho^2}{a^2(1-\eta_0^2)}=1 .
$$

This is the needle. Its tip has $\rho=0$, hence $d=a\eta_0$ and $a^2(1-\eta_0^2)=a^2-d^2$. Near the tip,

$$
z=d\sqrt{1+\frac{\rho^2}{a^2-d^2}}\simeq d+\frac{d\,\rho^2}{2(a^2-d^2)} .
$$

A surface with radius of curvature $r$ rises as $\rho^2/(2r)$, so $r=(a^2-d^2)/d$. The two lengths $r$ and $d$ therefore fix the coordinate system:

$$
a=\sqrt{d(d+r)},\qquad \eta_0=\frac da=\sqrt{\frac{d}{d+r}},\qquad
z_{\rm needle}=d\sqrt{1+\frac{\rho^2}{rd}} .
$$

Far from the tip the needle approaches a cone with $\rho/z=\sqrt{r/d}$. The opening angle is thus not free once $r$ and $d$ are chosen, a restriction that matters for real needles.

To write Laplace's equation we need the lengths that correspond to small changes of the coordinates. Differentiation gives

$$
\frac{\partial z}{\partial\eta}=a\xi,\quad
\frac{\partial\rho}{\partial\eta}=-a\eta\sqrt{\frac{\xi^2-1}{1-\eta^2}},\quad
\frac{\partial z}{\partial\xi}=a\eta,\quad
\frac{\partial\rho}{\partial\xi}=a\xi\sqrt{\frac{1-\eta^2}{\xi^2-1}} .
$$

The products $(\partial z/\partial\xi)(\partial z/\partial\eta)=a^2\xi\eta$ and $(\partial\rho/\partial\xi)(\partial\rho/\partial\eta)=-a^2\xi\eta$ cancel, so the coordinates are orthogonal. Adding squares gives the scale factors

$$
h_\eta=a\sqrt{\frac{\xi^2-\eta^2}{1-\eta^2}},\qquad
h_\xi=a\sqrt{\frac{\xi^2-\eta^2}{\xi^2-1}},\qquad h_\varphi=\rho .
$$

Since $\eta$ alone labels the electrodes, try $\Phi=\Phi(\eta)$. In orthogonal coordinates the Laplacian of such a function is

$$
\nabla^2\Phi=\frac{1}{h_\xi h_\eta h_\varphi}\frac{\partial}{\partial\eta}
\left(\frac{h_\xi h_\varphi}{h_\eta}\frac{d\Phi}{d\eta}\right).
$$

Here $h_\xi/h_\eta=\sqrt{(1-\eta^2)/(\xi^2-1)}$. Multiplication by $\rho$ removes $\xi$ and leaves $a(1-\eta^2)$. Laplace's equation becomes

$$
\frac{d}{d\eta}\left[(1-\eta^2)\frac{d\Phi}{d\eta}\right]=0,
\qquad \frac{d\Phi}{d\eta}=\frac{C}{1-\eta^2}.
$$

The integral is $C\,\mathrm{artanh}\,\eta$ plus a constant. The constant vanishes because $\Phi=0$ at $\eta=0$, and the condition on the needle fixes $C$:

$$
\Phi=V\,\frac{\mathrm{artanh}\,\eta}{\mathrm{artanh}\,\eta_0}.
$$

The region is unbounded, so uniqueness needs an argument. Let $w$ be the difference of two bounded solutions, with $|w|\le M$ and $w=0$ on both electrodes. Choose a point on the axis a distance $c$ below the plane, let $R'$ be the distance from it and $z'=z+c$, and set $b=\ln[(R'+z')/c]$. Its derivatives are $\partial b/\partial z=1/R'$ and $\partial b/\partial\rho=\rho/[R'(R'+z')]$. Because $\rho^2=(R'-z')(R'+z')$,

$$
\nabla^2b=\frac1\rho\frac{\partial}{\partial\rho}\left(1-\frac{z'}{R'}\right)
+\frac{\partial}{\partial z}\frac1{R'}
=\frac{z'}{R'^3}-\frac{z'}{R'^3}=0 .
$$

Above the plane $R'$ and $z'$ are at least $c$, so $b\ge\ln2$, and $b$ grows without limit at large distance. For any $\epsilon>0$ the harmonic function $\epsilon b-w$ is positive on the electrodes and on a sufficiently large sphere. By the minimum principle it is positive between them. Letting $\epsilon\to0$ gives $w\le0$; the same argument for $-w$ gives $w\ge0$. Thus $w=0$, and the solution above is the only bounded one.

The same potential has a simple source. Put a uniform line charge of density $\lambda$ on the axis from the upper focus to infinity, and its opposite image below the plane. Integrating Coulomb's law along both lines gives

$$
\Phi=\lambda\ln\frac{R_++a+z}{R_-+a-z}
=\lambda\ln\frac{a(1+\xi)(1+\eta)}{a(1+\xi)(1-\eta)}
=2\lambda\,\mathrm{artanh}\,\eta ,
$$

where the contributions from infinity cancel between line and image. For a sharp tip the end of the line lies $a-d\simeq r/2$ behind the metal surface. The field of a long line at distance $r/2$ beyond its end is $\lambda/(r/2)=2\lambda/r$. The logarithm enters when $\lambda$ is expressed through the voltage.

On the axis between plane and tip, $\xi=1$ and $\eta=z/a$. Differentiating the potential gives

$$
E(z)=\frac{V}{\mathrm{artanh}\,\eta_0}\,\frac{a}{a^2-z^2}.
$$

At the tip $a^2-d^2=rd$ and $a/d=1/\eta_0$, so

$$
\boxed{E_{\rm tip}=\frac{V}{r\,\eta_0\,\mathrm{artanh}\,\eta_0}},\qquad
\eta_0=\sqrt{\frac{d}{d+r}} .
$$

This holds for every ratio $d/r$ within the model. Elsewhere on the needle the field is normal to the surface and equals $h_\eta^{-1}d\Phi/d\eta$ at $\eta_0$:

$$
E=\frac{V}{a\,\mathrm{artanh}\,\eta_0\sqrt{(1-\eta_0^2)(\xi^2-\eta_0^2)}} .
$$

Relative to its value at $\xi=1$ it is smaller by $\sqrt{(1-\eta_0^2)/(\xi^2-\eta_0^2)}$. On the surface $\xi^2-1=\rho^2/[a^2(1-\eta_0^2)]$, and $a(1-\eta_0^2)=r\eta_0$. Therefore

$$
E=\frac{E_{\rm tip}}{\sqrt{1+\rho^2/(r\eta_0)^2}} .
$$

The tip carries the largest field on the needle, and the field falls to half at $\rho=\sqrt3\,r\eta_0$.

For the sharp limit, rewrite the inverse hyperbolic tangent with $1-\eta_0^2=r/(d+r)$:

$$
2\,\mathrm{artanh}\,\eta_0=\ln\frac{(1+\eta_0)^2}{1-\eta_0^2}
=\ln\frac{(\sqrt{d+r}+\sqrt d)^2}{r}.
$$

Let $s=r/d$ and $L=\ln(4d/r)$. The square is $d(2+s+2\sqrt{1+s})=4d[1+s/2+O(s^2)]$, so the logarithm is $L+s/2+O(s^2)$. Also $1/\eta_0=\sqrt{1+s}=1+s/2+O(s^2)$. Hence

$$
E_{\rm tip}=\frac{2V}{rL}\,
\frac{1+s/2+O(s^2)}{1+s/(2L)+O(s^2)}
=\frac{2V}{r\ln(4d/r)}\left[1+\frac{r}{2d}\left(1-\frac1L\right)+O\!\left(\frac{r^2}{d^2}\right)\right].
$$

The first factor is the sharp-tip formula. The exact field exceeds it by 0.4% at $d/r=100$, 3.5% at 10, 9% at 3 and 11% at 1, all relative to the sharp-tip value. The excess stays below 1% for $d/r$ above about 40. At gaps below about $r/2$ the approximation breaks down: its logarithm vanishes at $d=r/4$, where it predicts an infinite field although the exact field is finite.

The opposite limit, $d\ll r$, shows what should happen there. Then $\eta_0$ is small, $\mathrm{artanh}\,\eta_0\simeq\eta_0+\eta_0^3/3$ and $\eta_0^2=d/(d+r)$, so

$$
E_{\rm tip}\simeq\frac{V}{r\eta_0^2}\left(1-\frac{\eta_0^2}{3}\right)
\simeq\frac Vd\left(1+\frac dr\right)\left(1-\frac{d}{3r}\right)
\simeq\frac Vd\left(1+\frac{2d}{3r}\right).
$$

A blunt needle close to the plane acts as a parallel-plate gap with a small enhancement.

Now consider a field-emission needle in vacuum, with the round values $r=50$ nm, $d=100000$ nm and $V=600$ V. Here $4d/r=8000$ and $L=8.987$. The sharp-tip formula gives

$$
E_{\rm tip}\simeq\frac{2\times600\ \mathrm V}{50\ \mathrm{nm}\times8.987}
=26.7\ \mathrm{MV/cm},
$$

or 0.267 V/angstrom. The exact expression is larger by a fraction $2.2\times10^{-4}$, in agreement with $(r/2d)(1-1/L)$. The mean field $V/d$ is 0.060 MV/cm, so the tip enhances it about 445 times. At the plane below the tip, $E(0)=V/(a\,\mathrm{artanh}\,\eta_0)$ is 0.0133 MV/cm, less than a quarter of the mean.

The fall of potential explains this contrast. At a distance $\ell\ll d$ from a sharp tip, $a-z\simeq r/2+\ell$, and the fraction of the voltage already dropped is

$$
\frac{V-\Phi}{V}\simeq\frac{\ln(1+2\ell/r)}{L}.
$$

For $\ell=r$ this is $\ln3/8.987$, or 12%. Half the voltage is dropped when $1+2\ell/r=\sqrt{8000}$, which gives $\ell\approx44r$, about 2% of the gap. The strong field is also narrow across the axis: it has halved on the needle surface at $\rho=87$ nm.

For a sharp tip, $r\ll d$, the field depends much more weakly on the gap than on the radius. At fixed $V$ and $r$, doubling $d$ multiplies the field by $8.987/(8.987+0.693)=0.93$. At fixed $V$ and $d$, doubling $r$ multiplies it by $\tfrac12\times8.987/(8.987-0.693)=0.54$. In each comparison the hyperboloid's opening angle changes too, because it is tied to $r/d$.

These parameters resemble those of a real field emitter, for which tip radii of tens to hundreds of nanometres, voltages of hundreds to thousands of volts and fields of some tens of MV/cm are rough typical values. One unrealistic assumption is the shape of the shank. In the example $\sqrt{r/d}=0.022$, a cone half-angle of only about $1.3^\circ$, and a real shank can be much wider. To see how much shape can matter, replace the needle by a sphere of radius $r$ on a cone of half-angle $10^\circ$. With $R$ measured from the sphere's centre and $\theta$ from the direction of the anode, a solution that vanishes on the sphere is

$$
\left(R^n-r^{2n+1}R^{-n-1}\right)P_n(\cos\theta).
$$

It also vanishes on the cone if $P_n(\cos170^\circ)=0$, whose smallest root, found numerically, is $n=0.201$. Take as anode the equipotential crossing the axis at the same gap, so that $D=d+r$ is its distance from the centre. Scaling the potential difference to $V$ and differentiating at the apex gives

$$
E=\frac Vr\,\frac{2n+1}{(D/r)^n-(D/r)^{-n-1}} .
$$

This is 1.36 times the hyperboloid's field. The anode is now curved, so the 36% measures a change of both electrodes and is not a correction factor for the shank alone. Nor does it mean that a wider shank raises the field: with the anode chosen in the same way, a cone of half-angle $1.3^\circ$ gives 2.4 times the hyperboloid's field, so widening the cone to $10^\circ$ lowers it. It does show that the many digits of the exact formula belong to its geometry, not to an actual needle.

Finite length matters less for a needle ten times as long as the gap. Cut the line charge after 1000000 nm (its image likewise) and keep the equipotential through the same tip as the needle. The missing charge lowers the tip potential, at fixed $\lambda$, by

$$
\lambda\ln\frac{a+\ell_0+d}{a+\ell_0-d}\simeq0.18\,\lambda ,
$$

where $\ell_0$ is the length retained. The original potential was $8.987\lambda$. Restoring the voltage requires about 2% more charge density, and the tip field rises by 2%. The 2% belongs to this particular free-standing shape. A wide holder at the needle's potential partly screens the tip and can reverse the small rise. For the same hyperboloid mounted on a flat holder of unlimited width, a numerical solution gives a tip field about 4% below the infinite-needle value when the holder is $10d$ behind the tip, and about 14% below when it is $3d$ behind. Changes of this size matter for emission: in the tunnelling estimate below, 2% more field raises the current by about 60%, and 5% less field cuts it about fourfold.

If the needle is the negative electrode, electrons tunnel out. For a work function $W_0=4.5$ eV, the barrier seen by an electron of normal energy $W$ (its total energy less the kinetic energy of motion parallel to the surface, measured from the Fermi level) at distance $x$ from a locally flat metal is $W_0-W-E_{\rm tip}x-1/(4x)$; the last term is the image attraction. At $W=0$ its maximum is $W_0-\sqrt{E_{\rm tip}}$, or 2.54 eV here, and it ends 1.6 nm from the surface. This is short compared with $r$, though the true potential drop there is about $x/r=3\%$ below the straight-line value. For free electrons, summing the Fermi occupation over the motion parallel to the surface gives a factor $k_BT\ln(1+e^{-W/k_BT})$. With a semiclassical transmission probability, the current density is

$$
J=\frac{1}{2\pi^2}\int dW\,
\frac{k_BT\ln(1+e^{-W/k_BT})}{1+e^{G(W)}},\quad
G=2\int dx\sqrt{2\left(W_0-W-E_{\rm tip}x-\frac1{4x}\right)} ,
$$

with the second integral taken across the barrier. Numerical integration gives $G=18.4$ at the Fermi level and $J=2.4$ A/cm² at 300 K, about 8.5% more than at 10 K. Because $G$ is large, a modest error in the field changes $J$ greatly: a field 36% higher, as found above for the sphere on a cone, would raise it by more than two orders of magnitude. Even the small shortfall of the potential drop noted above matters: with the model needle's curved potential in place of the straight line, $J$ is roughly halved. The value 2.4 A/cm² therefore belongs to the straight-line barrier and does not predict the current of a real needle.

Emitted electrons add space charge, which Laplace's equation omits. Suppose the tubes of field lines keep their shape. By Gauss's law, the charge in transit changes the flux along a tube by at most a fraction $4\pi J\tau/E_{\rm tip}$ of the tip flux, where $\tau$ is the transit time. At fixed voltage the fractional reduction at the tip is an average of the changes along the tube, so it cannot exceed this fraction. Integrating $dx/v$ along the axis, with $v$ from energy conservation, gives $\tau=7.6$ ps and a bound of $8\times10^{-6}$ within the frozen-tube estimate. Space charge is therefore negligible here, but the bound grows with $J$, which rises steeply with voltage.

The field also pulls the surface outward with stress $E_{\rm tip}^2/(8\pi)$, here 32 MPa. This is below the rough strength of strong metals, several hundred MPa, but it grows as $V^2$. Residual gas at $10^{-6}$ Torr and 300 K, with an assumed collision cross-section of 0.1 nm², gives an electron a chance of about $3\times10^{-7}$ of colliding while crossing the gap. The example is thus not a gas discharge. Nor does the calculation predict a vacuum arc: surface roughness, heating and the release of material from the tip lie outside it. In a solid or liquid insulator the same geometric formula gives the initial field, but it ceases to apply once injected charge or field-dependent conduction alters the potential appreciably.
